# Energy Regimes of Heavy Atoms in Strong Magnetic Fields

In a field of $3.87\times10^{7}$ T, neutral palladium ($Z=46$) has a Landau spacing of about 165 hartree. This exceeds the mean binding energy per electron at zero field, $5828/46\approx127$ hartree in Thomas-Fermi theory. Yet the magnetic Thomas-Fermi energy is $-6615$ hartree, only 13% below the zero-field value of $-5828$ hartree. A field 24 times stronger lowers it to $-14449$ hartree. Why does the atom respond so little at first, and which law takes over later?

## Model and conventions

Hartree atomic units are used. The atomic unit of field is $2.35\times10^5$ T. The nucleus is a fixed point charge, the field $B$ is uniform, and the atom is neutral with $N=Z$ large. The nonrelativistic Pauli Hamiltonian with $g=2$ is

$$H=\sum_i\left\{\tfrac12[\boldsymbol\sigma\cdot(\mathbf p_i+\mathbf A_i)]^2-\frac Z{r_i}\right\}+\sum_{i<j}\frac1{r_{ij}} .$$

For a free electron the orbital energy $(j+\tfrac12)B$ and the spin energy $\pm\tfrac12B$ add up to $nB$, with $n=0,1,2,\dots$. The lowest level costs no transverse energy and has one spin direction. Each higher level combines two spin directions. The number of states per unit area is therefore $B/2\pi$ for $n=0$ and $B/\pi$ for $n\ge1$.

The energy laws below are leading-order mean-field laws. The field enters the density functional as a parameter. Exchange, correlation and any current-dependent part of them are omitted.

## Back-of-envelope argument

**Weak field.** Put $Z$ electrons into a region of size $l$. The density is $Z/l^3$, the Fermi momentum is of order $Z^{1/3}/l$, and the kinetic energy is $Z\,(Z^{1/3}/l)^2=Z^{5/3}/l^2$. Balancing this with the Coulomb energy $Z^2/l$ gives

$$l\sim Z^{-1/3},\qquad E\sim -Z^{7/3}.$$

The potential felt by a typical electron is $Z/l\sim Z^{4/3}$. The field matters when the Landau spacing $B$ reaches this value, so the first boundary is $B\sim Z^{4/3}$.

**Lowest Landau level.** Above this boundary most electrons have $n=0$ and can gain kinetic energy only along the field. A column of area $2\pi/B$ holds one state for each longitudinal mode. The line density in it is of order $n/B$, which is also the order of the longitudinal momentum. With $n\sim Z/l^3$ the kinetic energy is $Z(n/B)^2\sim Z^3/(l^6B^2)$. Balancing it with $Z^2/l$ gives

$$l^5\sim \frac{Z}{B^2},\qquad l\sim Z^{1/5}B^{-2/5},\qquad E\sim-\frac{Z^2}{l}\sim-Z^{9/5}B^{2/5}.$$

The assumption is consistent if $Z/l=Z^{4/5}B^{2/5}\ll B$. Dividing by $B^{2/5}$ gives $B^{3/5}\gg Z^{4/5}$, or $B\gg Z^{4/3}$.

**Loss of longitudinal semiclassics.** The number of occupied longitudinal states in one column is momentum times length:

$$\frac{n}{B}\,l\sim\frac{Z}{Bl^2}\sim Z^{3/5}B^{-1/5}=\left(\frac B{Z^3}\right)^{-1/5}.$$

It falls to order one at $B\sim Z^3$, the second boundary. There $l\sim1/Z$, and the energy is of order $Z^3$. At still higher fields each Landau orbit holds one electron. The atom becomes a thin needle, whose energy grows as a squared logarithm.

Both boundaries are scales, not sharp lines. At each, $B$ divided by the boundary power is a parameter on which a full scaling function depends.

## Controlled derivation

### The magnetic Thomas-Fermi functional

Let $\phi(r)=Z/r-\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. An electron has potential energy $-\phi$. In a neutral atom with a sharp edge, $\phi=0$ outside by Gauss's law. Continuity at the edge, where the local Fermi momentum vanishes, then puts the chemical potential at zero. All states with $nB+k^2/2<\phi$ are filled. A one-dimensional channel with maximum momentum $k_F$ has line density $k_F/\pi$, so

$$n_B(\phi)=\frac{B}{2\pi^2}\left[\sqrt{2\phi}+2\sum_{1\le j<\phi/B}\sqrt{2(\phi-jB)}\right].$$

The density depends on position only through $\phi$, so the semiclassical atom is spherical even though the field has a direction.

Define $p_B(w)=\int_0^w n_B(u)\,du$. The kinetic energy density is $\tau_B(n)=nw-p_B(w)$, with $w$ chosen so that $n_B(w)=n$. Since $p_B'(w)=n$, differentiation gives $\tau_B'(n)=w$. Minimizing

$$E[n]=\int\tau_B(n)\,d^3r-\int\frac{Zn}{r}\,d^3r+\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'$$

gives $w=\phi$, as required.

Now set $B=\beta Z^{4/3}$, $r=Z^{-1/3}x$ and $\phi=Z^{4/3}\hat\phi$. Each term of $n_B$ is a product $B\sqrt\phi$, so $n=Z^2\hat n$. The electron number is $Z^2\cdot Z^{-1}=Z$. The kinetic term scales as $n\phi r^3$, or $Z^2Z^{4/3}Z^{-1}=Z^{7/3}$. The attraction scales as $Z\cdot Z^2\cdot Z^{1/3}\cdot Z^{-1}=Z^{7/3}$, and the repulsion as $Z^2/r$, again $Z^{7/3}$. Hence

$$E=Z^{7/3}e(\beta),\qquad \beta=B/Z^{4/3}.$$

### Weak-field limit

For $B\to0$ the sum over levels becomes an integral, with $B\sum_j\to\int du$:

$$n\to\frac1{\pi^2}\int_0^\phi\sqrt{2(\phi-u)}\,du=\frac{(2\phi)^{3/2}}{3\pi^2}.$$

Away from the nucleus $\nabla^2\phi=4\pi n$. Writing $\phi=Z\chi/r$ turns this into $\chi''=4\pi rn/Z$, or

$$\frac{d^2\chi}{dr^2}=\frac{8\sqrt2}{3\pi}Z^{1/2}\frac{\chi^{3/2}}{r^{1/2}}.$$

With $r=bx$ the prefactor becomes one if $b^{3/2}=3\pi/(8\sqrt2\,Z^{1/2})$. Thus $b=(9\pi^2/128)^{1/3}Z^{-1/3}$ and $\chi''=\chi^{3/2}/\sqrt x$.

The energy follows from its dependence on $Z$. The functional is stationary, and the chemical potential is zero, so changing $N$ together with $Z$ adds nothing at first order:

$$\frac{dE}{dZ}=-\int\frac nr\,d^3r .$$

Near the nucleus $\phi=Z/r+Z\chi'(0)/b$, where the prime is a derivative in $x$. The constant term is the electronic part of $\phi$ at the origin, which is $-\int n/r$. Therefore $dE/dZ=Z\chi'(0)/b\propto Z^{4/3}$. Integration from zero multiplies by $Z/(7/3)$:

$$E=\frac37\frac{Z^2\chi'(0)}{b}=-0.769\,Z^{7/3},\qquad\chi'(0)=-1.588.$$

### Strong-field Thomas-Fermi limit

For $\beta\gg1$ keep the lowest level. Then $n=B\sqrt{2\phi}/(2\pi^2)$, so $k_F=2\pi^2n/B$. The mean kinetic energy in one dimension is $k_F^2/6$, and

$$\tau(n)=\frac{n k_F^2}{6}=\frac{2\pi^4}{3}\frac{n^3}{B^2}.$$

This is the cubic law used in the estimate. Poisson's equation becomes

$$\frac{d^2\chi}{dr^2}=\frac{4\pi r}{Z}\frac B{2\pi^2}\sqrt{\frac{2Z\chi}{r}}=\frac{2\sqrt2\,B}{\pi\sqrt Z}\sqrt{r\chi}.$$

With $r=lx$ the left side gains $l^{-2}$ and the right side $l^{1/2}$. Choosing $l^{5/2}=\pi\sqrt Z/(2\sqrt2B)$ gives

$$\chi''=\sqrt{x\chi},\qquad l=\left(\frac{\pi^2Z}{8B^2}\right)^{1/5}.$$

The conditions are $\chi(0)=1$ and $\chi=\chi'=0$ at the edge $x_0$. Near the edge $\chi\approx a(x_0-x)^4$, because both sides are then quadratic in the distance: $12a=\sqrt{x_0a}$, so $a=x_0/144$. Numerical integration inward gives $x_0=3.069$ and $\chi'(0)=-0.939$.

The same derivative argument at fixed $B$ gives $dE/dZ=Z\chi'(0)/l\propto Z^{4/5}$. Integration multiplies by $Z/(9/5)$:

$$E=\frac59\frac{Z^2\chi'(0)}l=-0.500\,Z^{9/5}B^{2/5}.$$

The first correction comes from the nucleus. For $r<Z/B$ the potential exceeds $B$, so higher levels are occupied however strong the field. Using $n\sim B\sqrt{Z/r}$ up to this radius, their region contributes an energy of order

$$\int_0^{Z/B}\frac Zr\,B\sqrt{\frac Zr}\,r^2dr\sim Z^{3/2}B\left(\frac ZB\right)^{3/2}=Z^3B^{-1/2}.$$

Relative to $Z^{9/5}B^{2/5}$ this is $Z^{6/5}B^{-9/10}=\beta^{-9/10}$. Access to more levels can only lower the minimum, so the strong-field law lies above the full magnetic Thomas-Fermi energy.

The semiclassical treatment across the field requires the magnetic length $B^{-1/2}$ to be small compared with $l$. Their ratio is $l\sqrt B\sim Z^{1/5}B^{1/10}$, which is large. It is the motion along the field that fails first.

### The second boundary

One Landau orbit occupies area $2\pi/B$. On the axis its number of longitudinal states is

$$\nu=\frac{2\pi}{B}\int n\,dz=\frac2\pi\int_0^{lx_0}\sqrt{\frac{2Z\chi}{r}}\,dr=\frac2\pi\sqrt{2Zl}\int_0^{x_0}\sqrt{\frac\chi x}\,dx .$$

Since $Zl=(\pi^2/8)^{1/5}(B/Z^3)^{-2/5}$, evaluation gives $\nu=1.83\,(B/Z^3)^{-1/5}$. It reaches one at $B\approx21\,Z^3$. The power is fixed, but the prefactor depends strongly on the criterion, because the semiclassical count is unreliable when it is of order one. In the same potential the second bound state on the axis already disappears at $B\approx0.8\,Z^3$, where $\nu\approx1.9$.

Near $B\sim Z^3$ the longitudinal motion must be quantum mechanical. At each transverse position $\boldsymbol\rho$ let $\Gamma_{\boldsymbol\rho}(z,z')$ be a density matrix along $z$, with density $n=\Gamma_{\boldsymbol\rho}(z,z)$. The Pauli principle in the lowest level requires $0\le\Gamma_{\boldsymbol\rho}\le B/2\pi$ as an operator. The energy is

$$E=\int d^2\rho\,\mathrm{Tr}\left(-\tfrac12\partial_z^2\Gamma_{\boldsymbol\rho}\right)-\int\frac{Zn}{r}d^3r+\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'.$$

Insert $\Gamma_{\boldsymbol\rho}(z,z')=Z^4\gamma_{Z\boldsymbol\rho}(Zz,Zz')$. The number of electrons is $Z^4Z^{-3}=Z$. As an operator, a kernel of this form is $Z^3$ times the scaled one, because the integration over $z'$ contributes $Z^{-1}$. The bound becomes $\gamma\le B/(2\pi Z^3)$. The kinetic term scales as $Z^{-2}Z^3Z^2=Z^3$, the attraction as $Z\cdot Z^4\cdot Z\cdot Z^{-3}=Z^3$, and the repulsion as $Z^8\cdot Z\cdot Z^{-6}=Z^3$. Hence

$$E=Z^3e_{\rm DM}(\eta),\qquad\eta=B/Z^3.$$

For $\eta\ll1$ this joins the strong-field law, since $Z^{9/5}B^{2/5}=Z^3\eta^{2/5}$.

### Far above the second boundary

With one electron per orbit, $Z$ orbits fill a disc of radius $R$ with $\pi R^2B/2\pi=Z$, so $R=\sqrt{2Z/B}$. For $\eta\gg1$ this is much smaller than $1/Z$. Seen along $z$, the Coulomb potential is then sharply peaked. Its weight up to a distance $d\sim1/Z$ is

$$\int_{-d}^{d}\frac{dz}{\sqrt{\rho^2+z^2}}=2\,\mathrm{arsinh}\frac d\rho\approx2\ln\frac{2d}{\rho}.$$

For $\rho\sim R$ and $d=1/Z$ this equals $\ln\eta$ plus a constant. Averaging over a disc changes the constant, but not the logarithm. The same holds for the distance between two electrons. To leading order both interactions act as $L\,\delta(z)$ with $L=\ln\eta$.

An attractive delta function has one bound state, so all electrons take the same longitudinal orbital, each in its own transverse orbit. With line density $q(z)$,

$$E=\frac12\int\left(\frac{d\sqrt q}{dz}\right)^2dz-ZLq(0)+\frac L2\int q^2dz.$$

Set $q(z)=Z^2L\,f(ZLz)$. Then $\int q\,dz=Z\int f$, and the three terms scale as $Z^2L\,(ZL)^2/(ZL)$, $ZL\cdot Z^2L$ and $L\,(Z^2L)^2/(ZL)$. All equal $Z^3L^2$. With $\psi=\sqrt f$ and $\lambda=\int\psi^2=N/Z$, it remains to minimize

$$e=\frac12\int\psi'^2-\psi(0)^2+\frac12\int\psi^4 .$$

Let the multiplier be $de/d\lambda=-k^2/2$. Away from zero the stationarity condition is $\psi''=2\psi^3+k^2\psi$. Multiplication by $2\psi'$ and integration from infinity, where $\psi$ vanishes, gives $\psi'^2=\psi^4+k^2\psi^2$. Across the delta function the slope condition is $\psi'(0^+)=-\psi(0)$. Together they give $\psi(0)^2+k^2=1$. For $z>0$, $dz=-d\psi/(\psi\sqrt{\psi^2+k^2})$, and therefore

$$\lambda=2\int_0^{\psi(0)}\frac{\psi\,d\psi}{\sqrt{\psi^2+k^2}}=2\left[\sqrt{\psi(0)^2+k^2}-k\right]=2(1-k).$$

So $k=1-\lambda/2$, and integration of the multiplier from $\lambda=0$ gives

$$e=-\frac12\int_0^\lambda\left(1-\frac{u}{2}\right)^2du=-\frac12\left(\lambda-\frac{\lambda^2}{2}+\frac{\lambda^3}{12}\right).$$

For the neutral atom the bracket is $7/12$, and

$$E\approx-\frac7{24}Z^3\left[\ln\frac B{Z^3}\right]^2\qquad(B\gg Z^3).$$

### How slowly the logarithm wins

The orbital has length $1/(ZL)$, not $1/Z$, which lowers the logarithm by about $2\ln L$. A single electron with $Z=1$ and energy $-k^2/2$ shows the effect. Let $g=\psi'/\psi$, which obeys $g'=k^2-2V-g^2$, where $V$ is the averaged attraction. In the lowest orbit $t=B\rho^2/2$ has the distribution $e^{-t}$, so $\langle\ln t\rangle=-\gamma$, with $\gamma$ Euler's constant. Take $B^{-1/2}\ll z\ll1/k$. Between the center and $z$, $g$ differs from $-k$ only by logarithmic terms, except at exponentially small distances. The terms $k^2-g^2$ therefore nearly cancel and their integral is negligible. Integration from the center gives

$$g\approx-2\int_0^zV\,dz=-(2\ln z+\ln B+\ln2+\gamma).$$

From outside, put $g=-k+h$ and drop $h^2$. Then $h'=2kh-2/z$, and

$$g\approx-k+2\int_z^\infty\frac{e^{-2k(s-z)}}s\,ds\approx-k-2\gamma-2\ln(2kz).$$

Equating the two removes $z$:

$$k+2\ln k=\ln B-\gamma-\ln2+O(1/k).$$

The relative error of $k\approx\ln B$ thus decreases only as $\ln\ln B/\ln B$.

## Comparison

**First boundary.** Equating the two limiting laws gives $\beta=(0.769/0.500)^{5/2}\approx2.9$. Magnetic Thomas-Fermi energies integrated from the functional tested both limits. At $\beta=0.01$, $e=-0.7691$, within 0.1% of the zero-field constant. At $\beta=10^4$, $e=-19.919$ against $-19.913$ from the strong-field law, a relative difference of $3\times10^{-4}$ that agrees in size with $\beta^{-9/10}=2.5\times10^{-4}$. Separate solutions for $Z=10$ and $Z=46$ at $\beta=1$ both give $-0.872$, as the scaling requires.

**Second boundary.** The longitudinal approximation was tested in the frozen strong-field potential. The bound-state energies were summed over all columns and divided by the semiclassical sum:

| $B/Z^3$ | Quantum / semiclassical |
|---|---|
| $10^{-6}$ | 1.001 |
| $10^{-3}$ | 1.011 |
| $1$ | 1.109 |
| $10^3$ | 0.661 |
| $10^6$ | 0.190 |

The approximation is good well below $Z^3$ and fails well above it. The fall at high field is that of a shallow well. For depth $v$ and width $w$, the single level has energy of order $v^2w^2$, the semiclassical sum is of order $v^{3/2}w$, and their ratio $\sqrt v\,w$ is small. The excess near $B=Z^3$ shows that the approach to failure is not monotonic; its size is not derived here. Because the potential is frozen, these ratios locate the breakdown but do not supply $e_{\rm DM}(\eta)$.

**Logarithmic regime.** Grid minimization of the delta model gives $-0.2916$, in agreement with $-7/24=-0.2917$. The logarithm itself is a poor approximation at any moderate field. For one electron at $\ln B=50$, the energy is 0.68 of the leading-log value. At $\ln B=400$ it is still 0.94.

**Palladium.** The boundary scales are

$$Z^{4/3}=165\ \text{a.u.}=3.87\times10^7\ \text{T},\qquad Z^3=97336\ \text{a.u.}=2.29\times10^{10}\ \text{T}.$$

The opening field has $\beta=1$, below the crossing at 2.9. In the outer part of the atom, where $\phi<B$, only the lowest level is filled. It costs no transverse energy, so the large spacing does not push these electrons up. Close to the nucleus, where $\phi\gg B$, many levels are filled and their sum is close to the zero-field integral. The factor $1/r$ in the attraction gives this inner region extra weight in the energy. A large Landau spacing is therefore compatible with a small change; its size, $6615/5828-1\approx13\%$, comes from the numerical solution.

At the geometric mean of the two scales, $B=4005$ a.u., one has $\beta=4005/165\approx24$. The magnetic Thomas-Fermi energy is $-14449$ hartree, and the strong-field law gives $-13588$ hartree. The full result is 6% lower in energy, relative to the law, as expected from $24^{-9/10}\approx0.06$. For this atom the window between the two scales is narrow: here $B/Z^3\approx0.04$, where the quantum/semiclassical ratio in the frozen potential is already 1.04, so the neglected longitudinal quantum correction is comparable to this difference. Between the two fields the edge radius shrinks from 0.87 to 0.25 bohr.

At $B=10^6Z^3$ the leading logarithm gives $-5.4\times10^6$ hartree. This overstates the binding considerably. For one electron at the same logarithm, $\ln B=13.8$, the formula for $k$ gives $k\approx8.3$ and an energy of only 0.36 of the leading-log value; the neglected $O(1/k)$ term raises this to about 0.39. The atomic figure is therefore likely to be too large in magnitude by a factor of two to three.

These numbers are not reference energies for palladium. At zero field the innermost electrons have energies of order $Z^2$ and are not semiclassical, which gives a relative correction of order $Z^{-1/3}\approx0.28$ times a numerical factor. Relativity is also absent. The Landau spacing reaches $mc^2$ at 18779 a.u., below $Z^3$ for this atom, so the nonrelativistic formula $nB$ for the higher levels no longer holds at its upper boundary. The figure at $B=10^6Z^3$ is formal only. There the disc radius $\sqrt{2Z/B}$ is 1.6 fm, smaller than the nuclear radius of about 5.7 fm, which it passes near $B\approx8\times10^4Z^3$, so the finite nucleus cuts off the logarithm. The longitudinal momentum $Zk$ is also about $3\,mc$, so motion along the field is relativistic even in the lowest level.

## Computed values

```
Atomic unit of magnetic field: 2.35052e+05 T
TF slope chi'(0): -1.58807 (dimensionless)
TF energy / Z^(7/3): -0.76875 hartree
STF slope chi'(0): -0.93897 (dimensionless)
STF edge x0 = R/l: 3.0688 (dimensionless)
STF energy / (Z^(9/5) B^(2/5)): -0.50019 a.u.
TF and STF laws cross at B/Z^(4/3): 2.928 a.u.
MTF e(beta=0.01): -0.76915 hartree
MTF e(beta=1), Z=10: -0.87247 hartree
MTF e(beta=1), Z=46: -0.87246 hartree
MTF e(beta=1000): -7.9467 hartree
MTF e(beta=10000): -19.9191 hartree
STF law at beta=10000: -19.9130 hartree
Local exponent of e, beta 1000 to 10000: 0.3991
Quantum/semiclassical sum, B/Z^3=1e-06: 1.0011
Quantum/semiclassical sum, B/Z^3=1e-03: 1.0114
Quantum/semiclassical sum, B/Z^3=1e+00: 1.1091
Quantum/semiclassical sum, B/Z^3=1e+03: 0.6606
Quantum/semiclassical sum, B/Z^3=1e+06: 0.1894
Central z-states times (B/Z^3)^(1/5): 1.8313
Central z-states at B/Z^3=1e-6, semiclassical: 29.02
Near-axis z-states at B/Z^3=1e-6, counted: 28
One central z-state at B/Z^3: 20.59 a.u.
Delta model energy, N/Z=1, grid: -0.29160 (scaled)
Delta model energy, N/Z=1, formula: -0.29167 (scaled)
Delta model energy, N/Z=0.5, grid: -0.19267 (scaled)
Delta model, N/Z=0.5, formula: -0.19271 (scaled)
Chosen ln(B/Z^3) for disc average: 60.0
Disc-averaged log, attraction: 61.6931
Disc-averaged log, repulsion: 61.1931
One electron, ln B=50: k=41.3657 1/bohr
  energy / leading-log energy: 0.6844
One electron, ln B=400: k=386.8222 1/bohr
  energy / leading-log energy: 0.9352
Pd nuclear charge Z: 46
Pd field Z^(4/3): 164.82 a.u. = 3.874e+07 T
Pd field Z^3: 97336 a.u. = 2.288e+10 T
Pd geometric-mean field: 4005.4 a.u. = 9.415e+08 T
Pd TF energy at B=0: -5828.4 hartree
Pd MTF energy at B=Z^(4/3): -6614.8 hartree
Pd MTF edge radius at B=Z^(4/3): 0.8721 bohr
Pd MTF energy at mean field: -14448.7 hartree
Pd STF energy at mean field: -13588.0 hartree
Pd MTF edge radius at mean field: 0.2491 bohr
Pd energy scale Z^3: 97336 hartree
Pd leading-log energy at B=1e6 Z^3: -5.419e+06 hartree
Field where Landau spacing is m c^2: 18779 a.u.
```
